\section*{Wavefunction-in-DFT energy by projector embedding and the exactness of DFT-in-DFT, part 2}

Some electrons of a molecule, called A, are described by a correlated wavefunction $\Psi$; the others, called B, stay in density-functional orbitals. We use Hartree atomic units, real orbitals, closed shells and a fixed orthonormal basis. Doubly occupied orbitals with coefficient columns $\phi_i$ have the spin-summed density matrix $\gamma=2\sum_i\phi_i\phi_i^T$. An orthogonal matrix $U$ localizes the occupied Kohn-Sham orbitals, which are divided into A and B, with density matrices $\gamma_A$, $\gamma_B$ and densities $\rho_A$, $\rho_B$. With $P=\tfrac12\gamma_B$, every $\gamma$ admitted for A obeys $P\gamma=\gamma P=0$, so
\begin{equation}
\left(\frac{\gamma+\gamma_B}{2}\right)^2
=\frac{\gamma^2+\gamma_B^2+\gamma\gamma_B+\gamma_B\gamma}{4}
=\frac{2\gamma+2\gamma_B}{4}=\frac{\gamma+\gamma_B}{2}.
\label{idem}
\end{equation}
In $E[\gamma]=\operatorname{tr}h\gamma+G[\gamma]+E_{nn}$, $h$ is the kinetic energy plus the attraction to all nuclei, $G$ the Coulomb and exchange-correlation energy, and $E_{nn}$ the nuclear repulsion. The derivative $g$ is defined by $\delta G=\operatorname{tr}g\,\delta\gamma$. With $G_{\rm nad}[\gamma,\gamma_B]=G[\gamma+\gamma_B]-G[\gamma]-G[\gamma_B]$,
\begin{equation}
E[\gamma+\gamma_B]=E[\gamma]+\operatorname{tr}h\gamma_B+G[\gamma_B]+G_{\rm nad}[\gamma,\gamma_B].
\label{split}
\end{equation}
Let $H$ contain $h$, the repulsion among the A electrons and $E_{nn}$, and let $\gamma_\Psi$ be the density matrix of $\Psi$. The model energy is
\begin{equation}
\mathcal E_0[\Psi]=\langle\Psi|H|\Psi\rangle+\operatorname{tr}h\gamma_B+G[\gamma_B]+G_{\rm nad}[\gamma_\Psi,\gamma_B].
\label{model}
\end{equation}
Expanding $G_{\rm nad}$ to first order about $\gamma_A$, with $v=g[\gamma_A+\gamma_B]-g[\gamma_A]$, gives
\begin{equation}
\mathcal E[\Psi]=\langle\Psi|H|\Psi\rangle+\operatorname{tr}v(\gamma_\Psi-\gamma_A)+E[\gamma_A+\gamma_B]-E[\gamma_A].
\label{main}
\end{equation}
The trace is the first-order density correction. The neglected remainder is
\begin{equation}
R[\delta\gamma]=G_{\rm nad}[\gamma_A+\delta\gamma,\gamma_B]-G_{\rm nad}[\gamma_A,\gamma_B]-\operatorname{tr}v\,\delta\gamma .
\label{rem}
\end{equation}
For a local functional $E_{xc}=\int e(\rho)\,d^3r$, with $f_{xc}=d^2e/d\rho^2$ and $\delta\rho$ the density of $\delta\gamma$, to second order
\begin{equation}
R\simeq\tfrac12\int\delta\rho^2\left[f_{xc}(\rho_A+\rho_B)-f_{xc}(\rho_A)\right]d^3r .
\label{kernel}
\end{equation}
If $G$ is the Hartree-Fock expression, $\mathcal E$ equals the expectation value of the all-electron Hamiltonian $H_{\rm all}$ in the antisymmetrized product $\Theta$ of $\Psi$ and the B determinant, an upper bound to the exact ground-state energy in the basis:
\begin{equation}
\langle\Theta|H_{\rm all}|\Theta\rangle=\langle\Psi|H|\Psi\rangle+\operatorname{tr}h\gamma_B+G[\gamma_B]+\operatorname{tr}\gamma_\Psi g[\gamma_B].
\label{product}
\end{equation}

\section{Exactness for one functional, the level shift, and beryllium hydride}

We now let A be treated by a density functional too. From the first half we need the energy $E[\gamma]=\operatorname{tr}h\gamma+G[\gamma]+E_{nn}$, the derivative $g$ of $G$, and the Fock matrix $F[\gamma]=h+g[\gamma]$. The converged density matrix of the molecule is $\gamma_A+\gamma_B$, the sum of the parts from two groups of localized occupied orbitals. The matrix $P$ projects on the B orbitals, and $v=g[\gamma_A+\gamma_B]-g[\gamma_A]$ is the embedding potential. Replacing $\langle\Psi|H|\Psi\rangle$ in Eq.~(\ref{main}) by $E[\gamma]$, with the same functional as for the molecule, gives the DFT-in-DFT energy
\begin{equation}
L[\gamma]=E[\gamma]+\operatorname{tr}v(\gamma-\gamma_A)+E[\gamma_A+\gamma_B]-E[\gamma_A].
\label{L}
\end{equation}
It is to be made stationary over the density matrices of doubly occupied orbitals orthogonal to B, with $v$ held fixed. We show that $\gamma_A$ is a solution, that it fills the lowest levels, and that its energy is that of the whole molecule.

The derivative of $L$ is the embedded Fock matrix $h+g[\gamma]+v$. At $\gamma=\gamma_A$ the two terms $g[\gamma_A]$ cancel:
\begin{equation}
h+g[\gamma_A]+g[\gamma_A+\gamma_B]-g[\gamma_A]=F[\gamma_A+\gamma_B]\equiv F .
\label{fock}
\end{equation}
The embedded electrons thus feel the Fock matrix of the whole molecule. In the full solution, $F$ has no elements between an occupied orbital $i$ and a virtual orbital $r$. To see this, mix a little of $r$ into $i$ with amplitude $t_{ri}$. Then $\delta\gamma=2t_{ri}(\phi_r\phi_i^T+\phi_i\phi_r^T)$ and $\delta E=\operatorname{tr}F\delta\gamma=4t_{ri}F_{ri}$, which vanishes for either sign of $t_{ri}$ only if $F_{ri}=0$. Localization replaces the occupied orbitals by combinations of themselves, so for each localized orbital $a$ of A we still have $F_{ra}=\sum_iF_{ri}U_{ia}=0$.

Let $Q=1-P$ project on the complement of B. This space is spanned by the A orbitals and the virtual orbitals of the molecule. In it, $QFQ$ consists of an A block and a virtual block with nothing between them, while $\gamma_A$ is twice the unit matrix in the first block and zero in the second. Therefore
\begin{equation}
[\,QFQ,\gamma_A\,]=0 ,
\end{equation}
which is the condition of self-consistency in the complement. The projection is essential here. Localization in general creates elements $F_{ab}$ between A and B orbitals, and $F$ itself then does not commute with $\gamma_A$.

It remains to be seen that the A orbitals are the lowest ones. A normalized vector $x$ in the A space is a combination $\sum_ix_i\phi_i$ of the canonical occupied orbitals, with energies $\varepsilon_i$, so
\begin{equation}
x^TFx=\sum_i x_i^2\varepsilon_i\le\varepsilon_{\rm HOMO}.
\end{equation}
No eigenvalue of the A block exceeds the highest occupied level of the molecule. The virtual block is unchanged and starts at $\varepsilon_{\rm LUMO}$. If the molecule has a gap, $\varepsilon_{\rm HOMO}<\varepsilon_{\rm LUMO}$, filling the lowest levels of $QFQ$ selects precisely the A orbitals. Setting $\gamma=\gamma_A$ in Eq.~(\ref{L}), the trace vanishes and $E[\gamma_A]$ cancels, which leaves
\begin{equation}
L[\gamma_A]=E[\gamma_A+\gamma_B].
\label{exact}
\end{equation}
This proves the exactness. Nothing was assumed about the quality of the functional or about how well the orbitals are localized. What is needed is that the functional, the basis and the numerical integration are the same in all terms, and that orthogonality to B is strict.

The proof establishes a solution, but not that it is the only one. Comparing Eq.~(\ref{L}) with Eqs.~(\ref{split}) and (\ref{rem}) gives $L[\gamma]=E[\gamma+\gamma_B]-R[\gamma-\gamma_A]$. Where the remainder $R$ is positive, $L$ lies below the energy of the corresponding determinant of the molecule, so the argument does not exclude a lower solution. Because $R$ is itself of second order in $\gamma-\gamma_A$, a positive $R$ also lowers the curvature of $L$ at $\gamma_A$; the proof therefore does not show that $\gamma_A$ is a minimum of $L$, and this has to be read from the second derivative in each case. The exactness refers to this stationary solution. A stronger statement holds if $v$ is updated along with $\gamma$, so that the energy minimized is $E[\gamma+\gamma_B]$ itself. By Eq.~(\ref{idem}), $\gamma+\gamma_B$ is the density matrix of a determinant of the molecule. If the full solution is the lowest one among all closed-shell determinants in the basis, then
\begin{equation}
E[\gamma+\gamma_B]\ge E[\gamma_A+\gamma_B],
\end{equation}
with equality at $\gamma=\gamma_A$.

In practice orthogonality is often imposed by adding $\mu P$ to the embedded Fock matrix, with a large positive energy $\mu$. The result is then not exact unless all couplings $F_{ab}$ vanish. Symmetry suggests the form of the error: changing the sign of a B orbital changes the sign of $F_{ab}$ but leaves $P$ and all energies as they were, so the coupling must enter in even powers. The simplest expression with the dimension of energy that also vanishes for $\mu\to\infty$ is a number times $\sum_{ab}F_{ab}^2/\mu$. To find the number, let each A orbital acquire small components $t_{ba}$ on the B orbitals. To leading order, $\delta\gamma=2\sum_{ab}t_{ba}(\phi_b\phi_a^T+\phi_a\phi_b^T)$, so $L$ changes by $4\sum t_{ba}F_{ba}$. The penalty is $\mu\operatorname{tr}P\gamma=2\mu\sum t_{ba}^2$. Hence
\begin{equation}
\Delta L_\mu=\sum_{ab}\left(4t_{ba}F_{ba}+2\mu t_{ba}^2\right),\qquad
4F_{ba}+4\mu t_{ba}=0,\qquad t_{ba}=-\frac{F_{ba}}{\mu},
\end{equation}
and, after insertion,
\begin{equation}
\Delta L_\mu=-\frac{4}{\mu}\sum_{ab}F_{ab}^2+\frac{2}{\mu}\sum_{ab}F_{ab}^2=-\frac{2}{\mu}\sum_{ab}F_{ab}^2 .
\label{mu}
\end{equation}
If the penalty is left out of the reported energy, the first term alone remains and the error is twice as large. The neglected terms are of order $\mu^{-2}$. Other second-order terms in $t_{ba}$ carry no factor $\mu$. Components on virtual orbitals have no linear term of their own, because $F_{ra}=0$; they are driven by $t_{ba}$ and are themselves of order $1/\mu$, provided that the second derivative of $L$ for such mixing is not singular. The error is negative because the A electrons lower their energy by leaking into orbitals that B already fills, in violation of the Pauli principle.

As an example we take linear BeH$_2$ with both bonds 2.5 bohr long, in the 6-31G basis of 13 functions, with the local-density functional SVWN (Slater exchange and the VWN5 correlation fit; the RPA fit, which some codes also call SVWN, gives a total energy lower by 0.11 hartree). B is the one combination of the three occupied orbitals that has the greatest weight on one of the hydrogen atoms, measured in the symmetrically orthogonalized basis. That weight is 0.50, so B is a bond orbital shared with beryllium, and the partition cuts through the electron density of the central atom. A holds the other four electrons, in the beryllium core and the other bond.

The full SVWN energy is $-15.646714$ hartree. The HOMO and LUMO lie at $-0.2720$ and $-0.0575$ hartree. The occupied embedded levels are $-3.7657$ and $-0.2889$ hartree, both below the HOMO as required, and the lowest empty one coincides with the LUMO. To test the exactness, the embedded calculation was started from a density matrix with 0.52 electrons displaced from the A orbitals; together with B, it had an energy 1.64 hartree above the full solution. The iteration returned to $\gamma_A$, and the final energy differs from the full one by $4\times10^{-15}$ hartree, which is rounding error. When A was given the exchange part of the functional alone, with $v$ still from SVWN, the energy came out 0.240 hartree too high. The sign is as expected: at $\gamma_A$ the replacement removes the negative correlation energy of the A density, and relaxation changes this only in second order.

For the level shift, $\sum F_{ab}^2=0.03634$ hartree$^2$. At $\mu=10^4$ hartree, Eq.~(\ref{mu}) gives $-2\times0.03634/10^4=-7.27\times10^{-6}$ hartree. The errors found, relative to the full SVWN energy and in units of $10^{-6}$ hartree, are
\begin{center}
\begin{tabular}{cccc}
$\mu$ (hartree) & Eq.~(\ref{mu}) & with penalty & without penalty\\
$10^3$ & $-72.671$ & $-72.423$ & $-144.598$\\
$10^4$ & $-7.2671$ & $-7.2646$ & $-14.5267$\\
$10^5$ & $-0.72671$ & $-0.72669$ & $-1.45335$
\end{tabular}
\end{center}
The relative deviation of the error with penalty from the formula falls from 0.34\% to 0.034\% and 0.003\%, in proportion to $1/\mu$, as it should if the next term is of order $\mu^{-2}$.

The wavefunction calculations treat the four A electrons by full configuration interaction (FCI) in the 12 orbitals orthogonal to B. For the check of Eq.~(\ref{product}) we keep the SVWN orbitals and their partition but evaluate $G$, $v$ and the energies $E$ with the Hartree-Fock expression; that identity uses only the orthogonality of A and B, not self-consistency. Equation~(\ref{main}) then gives $-15.77672086$ hartree. The expectation value of the six-electron Hamiltonian in the explicitly constructed product state is the same to all digits shown. It lies 0.0234 hartree above the FCI energy of the whole molecule, $-15.800123$ hartree, as an upper bound must.

With SVWN as the functional, the terms of Eq.~(\ref{main}) are, in hartree,
\begin{align}
\langle\Psi|H|\Psi\rangle-E[\gamma_A]&=-14.269127+14.107045=-0.162082,\\
\operatorname{tr}v(\gamma_\Psi-\gamma_A)&=-0.002287,\\
\mathcal E&=-15.646714-0.162082-0.002287=-15.811083 .
\end{align}
The first line replaces the internal energy of A; the second is the density correction. The density change behind it, $\tfrac12\int|\delta\rho|\,d^3r$, amounts to 0.032 electrons. The remainder beyond first order, evaluated from Eq.~(\ref{rem}), is $6.6\times10^{-6}$ hartree, or 0.3\% of the size of the correction. The kernel integral (\ref{kernel}), evaluated on the same integration grid, gives $7.0\times10^{-6}$ hartree; on finer grids it falls to $6.9$ and $6.8\times10^{-6}$ hartree, while the remainder stays at $6.6\times10^{-6}$. When the density change is scaled down by a factor 0.005, the remainder divided by the square of that factor is also $7.0\times10^{-6}$ hartree, and doubling the factor multiplies the remainder by 3.99. On finer grids this scaled remainder falls together with the kernel integral. The neglected part is thus of second order, with the predicted coefficient.

The FCI-in-SVWN energy lies 0.0110 hartree below the FCI energy of the molecule in the same basis. It is no upper bound, because the interaction with B and the energy of B come from an approximate functional. The linearization cannot be blamed: restoring the full nonadditive energy for the same $\Psi$ would change the result by $6.6\times10^{-6}$ hartree. Leaving out the density correction would give $-15.808796$ hartree, which happens to be closer to FCI. This is no argument against the correction, which approximates the model energy (\ref{model}) and cannot repair the functional within it.

Energy differences are a fairer measure of the method. Stretching the A bond to 3.5 bohr, with the other bond fixed, raises the energy by
\begin{center}
\begin{tabular}{lcc}
 & hartree & eV\\
SVWN & 0.03580 & 0.974\\
FCI-in-SVWN & 0.03511 & 0.955\\
FCI, whole molecule & 0.03477 & 0.946
\end{tabular}
\end{center}
Relative to the FCI value, the error is 3.0\% for SVWN and 1.0\% for the embedded calculation. The second figure depends on the partition: localizing the occupied orbitals by diagonalizing the coordinate along the molecular axis gives 1.2\%. The total FCI-in-SVWN energy is too low by 0.01096 hartree at the shorter distance and by 0.01062 hartree at the longer one, so 97\% of the error cancels in the difference. This nearly constant error should not be assigned to the B bond alone. At the shorter distance it is what remains of a cancellation: the product state lies 0.0234 hartree above FCI, for lack of correlation within B and between A and B, and passing from the Hartree-Fock expression to SVWN lowers the embedded energy by 0.0344 hartree. The numbers above do not divide the remainder between the energy of B and the interaction of B with A, which share the beryllium atom. The comparison concerns one molecule in a small basis and a moderate stretch; it does not show how the method behaves when the bond is broken, or when the cut passes through the bond that is being stretched.

\section*{Numbers as computed}
\begin{verbatim}
Be-H bond lengths: 2.50 bohr; basis functions: 13
Full SVWN energy: -15.64671373 hartree
Weight of B orbital on its hydrogen: 0.5028
Sum of squared A-B Fock elements: 0.036336 hartree^2
Full HOMO, LUMO: -0.27205, -0.05746 hartree
Embedded A levels (2 occupied, 1 empty): -3.76565, -0.28889, -0.05746 hartree
Electrons displaced in the starting density: 0.5203
Energy of displaced start above full SVWN: 1.643801 hartree
SVWN-in-SVWN energy: -15.64671373 hartree
SVWN-in-SVWN minus full SVWN: 3.6e-15 hartree
Exchange-only LDA in SVWN minus full SVWN: 0.240409 hartree
mu = 1e+03 hartree: error with penalty -7.24226e-05, predicted -7.26710e-05, without penalty -1.44598e-04 hartree
mu = 1e+04 hartree: error with penalty -7.26461e-06, predicted -7.26710e-06, without penalty -1.45267e-05 hartree
mu = 1e+05 hartree: error with penalty -7.26685e-07, predicted -7.26710e-07, without penalty -1.45335e-06 hartree
FCI-in-HF from the energy expression: -15.77672086 hartree
Six-electron product-state expectation: -15.77672086 hartree
FCI energy term of A, bare Hamiltonian: -14.26912742 hartree
First-order density correction: -0.00228714 hartree
SVWN energy of gamma_A alone: -14.10704547 hartree
FCI-in-SVWN energy: -15.81108283 hartree
Full-system FCI energy: -15.80012327 hartree
Electrons moved, FCI against SVWN density of A: 0.03179
Remainder beyond first order, full change: 6.5856e-06 hartree
Second-order kernel integral: 6.9858e-06 hartree
Remainder/scale^2 at scale 0.005: 6.9557e-06 hartree
Remainder ratio on doubling the scale: 3.9877
Stretched A bond: 3.50 bohr
Stretched energies SVWN, FCI-in-SVWN, FCI: -15.610910, -15.775973, -15.765356 hartree
Stretching energy, SVWN: 0.035804 hartree = 0.9743 eV
Stretching energy, FCI-in-SVWN: 0.035110 hartree = 0.9554 eV
Stretching energy, full FCI: 0.034767 hartree = 0.9461 eV
\end{verbatim}
